**On-shell t-matrix element from the operator equation and from the phase shift**

For a real spherical potential V(r) that vanishes beyond radius S, the program tests t_l = ∫ r² j_l V R_l dr = −(ħ²/2mκ) sin δ_l exp(iδ_l), which becomes −sin δ_l exp(iδ_l)/κ in Rydberg units. Here κ is the wave number, j_l the spherical Bessel function, δ_l the phase shift, and R_l the radial wave with the scale fixed by T = V + V G0 T. For an electron of 10 eV in a model well 40 eV deep, with l = 0, 1, 2, it solves the operator equation on a radial grid without using a phase shift. It asserts that this solution agrees with the closed formula, using δ_l from an integration of the Schrödinger equation, and that the radial integral agrees with the same formula. Further assertions cover the partial waves of G0, the wave inside and outside the well, the asymptotic phase, flux conservation, the weak-potential limit, the plane-wave sum at first order in V, and the conversion to Rydberg units. The output shows the three values of t_l agreeing to all printed digits, with a largest deviation of about 1e-9 in units of ħ²/(2mκ). It also shows that the first-order element fails badly for this well but is accurate to better than 0.1 percent when the depth is reduced ten-thousandfold.

## Check in Python

```python
"""
On-shell t-matrix element of a spherical potential V(r) that vanishes for r >= S.

Result under test, for T = V + V G0 T with outgoing free Green function G0:
    t_l = integral_0^S r^2 j_l(kappa r) V(r) R_l(r) dr
        = -(C / kappa) sin(delta_l) exp(i delta_l),    C = hbar^2 / (2 m)
kappa   : wave number sqrt(E / C)
j_l,n_l : spherical Bessel and Neumann functions, h_l = j_l + i n_l
R_l     : radial wave, equal to exp(i delta_l) (cos(delta_l) j_l
          - sin(delta_l) n_l) outside the potential
delta_l : phase shift, defined modulo pi
In Rydberg units C = 1. Working units here: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, eval_legendre

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
BOHR = const.physical_constants["Bohr radius"][0] * 1e9   # nm
RYDBERG = const.physical_constants["Rydberg constant times hc in eV"][0]

DEPTH = 40.0    # eV
S = 0.2         # nm
ENERGY = 10.0   # eV
kappa = np.sqrt(ENERGY / C)
R_START = 1e-5  # nm, start of the outward integration


def potential(r, depth=DEPTH):
    return np.where(r < S, -depth * (1 - (r / S)**2), 0.0)


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def solve_operator_equation(l, n, depth=DEPTH):
    """Solve T = V + V G0 T on a trapezoidal radial grid; no phase shift used."""
    step = S / n
    r = step * np.arange(1, n + 1)
    weight = step * r**2
    weight[-1] *= 0.5
    j, h = spherical_jn(l, kappa * r), hankel(l, kappa * r)
    inner_first = r[:, None] <= r[None, :]
    green = -1j * kappa / C * np.where(inner_first, np.outer(j, h),
                                       np.outer(h, j))
    v = weight * potential(r, depth)
    t_matrix = np.linalg.solve(np.eye(n) - v[:, None] * green, np.diag(v))
    source = t_matrix @ j
    return r, j @ source, j + green @ source


def extrapolated_operator_solution(l, depth=DEPTH, n=300):
    """Remove the leading step^2 error with two grids."""
    r, t_coarse, wave_coarse = solve_operator_equation(l, n, depth)
    _, t_fine, wave_fine = solve_operator_equation(l, 2 * n, depth)
    return (r, (4 * t_fine - t_coarse) / 3,
            (4 * wave_fine[1::2] - wave_coarse) / 3)


def integrate_schroedinger(l):
    """Return phase shift, normalized inner wave and normalized wave at 1.5 S."""
    def rhs(r, y):
        q = l * (l + 1) / r**2 + (potential(r) - ENERGY) / C
        return [y[1], q * y[0]]

    options = dict(method="DOP853", rtol=1e-11, atol=1e-12)
    inner = solve_ivp(rhs, (R_START, S), [1.0, (l + 1) / R_START],
                      dense_output=True, **options)
    assert inner.success
    u, du = inner.y[:, -1]
    value, slope = u / S, (du / S - u / S**2) / kappa
    x = kappa * S
    j, dj = spherical_jn(l, x), spherical_jn(l, x, derivative=True)
    n, dn = spherical_yn(l, x), spherical_yn(l, x, derivative=True)
    a = x**2 * (value * dn - slope * n)     # coefficient of j_l outside
    b = x**2 * (j * slope - dj * value)     # coefficient of n_l outside
    delta = np.arctan(-b / a)
    amplitude = a * np.cos(delta) - b * np.sin(delta)
    scale = np.exp(1j * delta) / amplitude
    outer = solve_ivp(rhs, (S, 1.5 * S), [u, du], **options)
    assert outer.success
    return (delta, lambda r: scale * inner.sol(r)[0] / r,
            scale * outer.y[0, -1] / (1.5 * S))


# Partial waves of the free Green function, projected from its closed form
cosine, w_cos = gauss(-1, 1, 200)
r1, r2 = 0.07, 0.15
distance = np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * cosine)
g_closed = -np.exp(1j * kappa * distance) / (4 * np.pi * distance * C)
green_error = 0.0
for l in range(4):
    projected = 2 * np.pi * np.sum(w_cos * g_closed * eval_legendre(l, cosine))
    radial = -1j * kappa / C * spherical_jn(l, kappa * r1) * hankel(l, kappa * r2)
    green_error = max(green_error, abs(projected / radial - 1))
assert green_error < 1e-9

# Plane-wave element from partial waves, to first order in V
r_q, w_q = gauss(R_START, S, 100)
theta = 1.0
q_transfer = 2 * kappa * np.sin(theta / 2)
direct = 4 * np.pi * np.sum(w_q * r_q**2 * potential(r_q)
                            * np.sinc(q_transfer * r_q / np.pi))
summed = 4 * np.pi * sum(
    (2 * l + 1) * eval_legendre(l, np.cos(theta))
    * np.sum(w_q * r_q**2 * potential(r_q) * spherical_jn(l, kappa * r_q)**2)
    for l in range(16))
assert abs(summed / direct - 1) < 1e-9

# Rydberg units: hbar^2 / (2 m) equals one Rydberg times one Bohr radius squared
assert abs(C / (RYDBERG * BOHR**2) - 1) < 1e-8

print(f"well depth V0 = {DEPTH:.1f} eV")
print(f"well radius S = {S:.2f} nm")
print(f"energy E = {ENERGY:.1f} eV")
print(f"hbar^2/(2m) = {C:.7f} eV nm^2")
print(f"kappa = {kappa:.5f} nm^-1")
print(f"kappa S = {kappa * S:.5f} (dimensionless)")
print(f"hbar^2/(2 m kappa) = {C / kappa * 1e3:.6f} 1e-3 eV nm^3")
print(f"kappa in Rydberg units = {kappa * BOHR:.6f} 1/a0")
print("t_l below: (real, imaginary) in 1e-3 eV nm^3 unless stated")


def pair(z, factor=1e3):
    return f"({z.real * factor:+.6f}, {z.imag * factor:+.6f})"


worst = dict(operator=0.0, integral=0.0, wave=0.0, outside=0.0, flux=0.0)
for l in range(3):
    delta, wave, wave_outside = integrate_schroedinger(l)
    t_formula = -C / kappa * np.sin(delta) * np.exp(1j * delta)
    j_q = spherical_jn(l, kappa * r_q)
    t_integral = np.sum(w_q * r_q**2 * j_q * potential(r_q) * wave(r_q))
    t_born = np.sum(w_q * r_q**2 * j_q**2 * potential(r_q))
    r_grid, t_operator, wave_operator = extrapolated_operator_solution(l)

    unit = C / kappa   # largest possible |t_l|
    err_operator = abs(t_operator - t_formula) / unit
    err_integral = abs(t_integral - t_formula) / unit
    err_wave = np.max(np.abs(wave_operator - wave(r_grid)))
    x_out = 1.5 * kappa * S
    predicted = (spherical_jn(l, x_out)
                 - 1j * kappa / C * t_operator * hankel(l, x_out))
    err_outside = abs(predicted - wave_outside)
    err_flux = abs(t_operator.imag + kappa / C * abs(t_operator)**2) / unit
    assert err_operator < 1e-6
    assert err_integral < 1e-7
    assert err_wave < 1e-5
    assert err_outside < 1e-6
    assert err_flux < 1e-6
    for key, err in zip(worst, (err_operator, err_integral, err_wave,
                                err_outside, err_flux)):
        worst[key] = max(worst[key], err)

    # Far away the outer wave is a shifted sine; corrections fall as 1/x
    x_far = 1e5
    far = x_far * (np.cos(delta) * spherical_jn(l, x_far)
                   - np.sin(delta) * spherical_yn(l, x_far))
    assert abs(far - np.sin(x_far - l * np.pi / 2 + delta)) < 1e-4

    # A very weak well must approach the first-order element
    weak = 1e-4
    _, t_weak, _ = extrapolated_operator_solution(l, DEPTH * weak, n=150)
    weak_deviation = abs(t_weak / (weak * t_born) - 1)
    assert weak_deviation < 1e-2

    t_rydberg = t_operator / (RYDBERG * BOHR**3)
    rydberg_formula = -np.sin(delta) * np.exp(1j * delta) / (kappa * BOHR)
    assert abs(t_rydberg - rydberg_formula) * kappa * BOHR < 1e-6

    print(f"l={l}: delta (modulo pi) = {delta:+.6f} rad")
    print(f"l={l}: sin(delta) = {np.sin(delta):+.6f} (dimensionless)")
    print(f"l={l}: t from operator equation = {pair(t_operator)}")
    print(f"l={l}: t from integral j V R    = {pair(t_integral)}")
    print(f"l={l}: t from phase shift       = {pair(t_formula)}")
    print(f"l={l}: first-order t            = {t_born * 1e3:+.6f}")
    print(f"l={l}: t in Rydberg units = {pair(t_rydberg, 1.0)} Ry a0^3")
    print(f"l={l}: V0 times 1e-4, |t/first-order - 1| = {weak_deviation:.1e}")

print("largest deviations (dimensionless; t in units of hbar^2/(2 m kappa)):")
print(f"operator equation against phase-shift formula: {worst['operator']:.1e}")
print(f"integral j V R against phase-shift formula: {worst['integral']:.1e}")
print(f"R_l inside, operator against differential eq.: {worst['wave']:.1e}")
print(f"R_l at 1.5 S, t-matrix form against diff. eq.: {worst['outside']:.1e}")
print(f"flux conservation: {worst['flux']:.1e}")
print(f"partial waves of G0, relative: {green_error:.1e}")
print("success")
```

It prints:

```
well depth V0 = 40.0 eV
well radius S = 0.20 nm
energy E = 10.0 eV
hbar^2/(2m) = 0.0380998 eV nm^2
kappa = 16.20088 nm^-1
kappa S = 3.24018 (dimensionless)
hbar^2/(2 m kappa) = 2.351713 1e-3 eV nm^3
kappa in Rydberg units = 0.857314 1/a0
t_l below: (real, imaginary) in 1e-3 eV nm^3 unless stated
l=0: delta (modulo pi) = -0.150299 rad
l=0: sin(delta) = -0.149734 (dimensionless)
l=0: t from operator equation = (+0.348161, -0.052726)
l=0: t from integral j V R    = (+0.348161, -0.052726)
l=0: t from phase shift       = (+0.348161, -0.052726)
l=0: first-order t            = -10.849749
l=0: t in Rydberg units = (+0.172685, -0.026152) Ry a0^3
l=0: V0 times 1e-4, |t/first-order - 1| = 4.7e-04
l=1: delta (modulo pi) = -0.753716 rad
l=1: sin(delta) = -0.684353 (dimensionless)
l=1: t from operator equation = (+1.173497, -1.101400)
l=1: t from integral j V R    = (+1.173497, -1.101400)
l=1: t from phase shift       = (+1.173497, -1.101400)
l=1: first-order t            = -6.654722
l=1: t in Rydberg units = (+0.582047, -0.546287) Ry a0^3
l=1: V0 times 1e-4, |t/first-order - 1| = 3.1e-04
l=2: delta (modulo pi) = -0.902819 rad
l=2: sin(delta) = -0.785076 (dimensionless)
l=2: t from operator equation = (+1.143581, -1.449465)
l=2: t from integral j V R    = (+1.143581, -1.449465)
l=2: t from phase shift       = (+1.143581, -1.449465)
l=2: first-order t            = -1.892967
l=2: t in Rydberg units = (+0.567209, -0.718925) Ry a0^3
l=2: V0 times 1e-4, |t/first-order - 1| = 1.5e-04
largest deviations (dimensionless; t in units of hbar^2/(2 m kappa)):
operator equation against phase-shift formula: 1.0e-09
integral j V R against phase-shift formula: 1.3e-12
R_l inside, operator against differential eq.: 1.6e-08
R_l at 1.5 S, t-matrix form against diff. eq.: 2.1e-10
flux conservation: 7.9e-10
partial waves of G0, relative: 2.5e-13
success
```
